Photon Transfer: Conversion Gain from the Mean and Variance of Pixels

**1. One ideal pixel**

Take one pixel that collects N electrons per exposure and reports the number D = K N. There is no offset and no electronic noise. D is in digital numbers (DN), so K is in DN per electron. K is unknown, and N is never seen directly.

Repeat the exposure many times under steady light. Suppose N has a Poisson distribution of mean μ. Its variance is then also μ, because

⟨N(N−1)⟩ = Σ N(N−1) e^(−μ) μ^N/N! = μ² Σ e^(−μ) μ^(N−2)/(N−2)! = μ²,

Var N = ⟨N(N−1)⟩ + ⟨N⟩ − ⟨N⟩² = μ² + μ − μ² = μ.

Multiplying a quantity by K multiplies its mean by K and its variance by K²:

mean = Kμ,  variance = K²μ,  variance/mean = K.

The unknown μ cancels. The light's own randomness supplies a ruler marked in electrons, so no calibrated lamp is needed.

**2. Why the electrons are Poisson**

Let the number m of arriving photons be Poisson with mean λ, and let each photon independently give one electron with probability η. Then

P(N) = Σ_m e^(−λ) λ^m/m! · m!/[N!(m−N)!] · η^N (1−η)^(m−N).

Cancel m! and put j = m−N:

P(N) = e^(−λ) (ηλ)^N/N! · Σ_j [(1−η)λ]^j/j! = e^(−ηλ) (ηλ)^N/N!.

This is Poisson with μ = ηλ. The detection probability changes μ but not the ratio variance/mean, so K can be found without knowing η.

The photon statistics do matter. If exactly m photons arrived every time, N would be binomial, with mean mη and variance mη(1−η), and the ratio would be K(1−η). Direct summation with η = 0.6 gave a variance/mean ratio for N of 1 for Poisson light of mean 20, and 0.4 for exactly 20 photons.

Thermal light departs from Poisson in the other direction. One thermal mode of mean n has variance n + n². For M independent modes of mean μ/M each, the variance is

M(μ/M + μ²/M²) = μ + μ²/M.

For one polarization and one spatial mode, M is about the exposure time divided by the coherence time λ_w²/(cΔλ), where λ_w is the wavelength and Δλ the bandwidth. At 600 nm with a 20 nm band the coherence time is 6×10⁻¹⁴ s. For 8000 electrons in 10 ms the relative excess μ/M is 4.8×10⁻⁸, which is negligible.

One electron per absorbed photon is a further condition. If a photon sometimes makes j electrons, the photons of each class j are independent Poisson numbers with means λ_j. The mean charge is Σ jλ_j and its variance is Σ j²λ_j, so the slope becomes K⟨j²⟩/⟨j⟩, which exceeds K as soon as j = 2 occurs. At 600 nm a photon carries 2.066 eV, less than twice the silicon gap, 2.24 eV, so it cannot supply the energy of two pairs.

**3. Add an offset, read noise and rounding**

A real output has a pedestal o, and the electronics add noise. Write

D = round[o + K(N + r)],

where r is Gaussian, with mean zero and standard deviation σ_r electrons, and is independent of N. Before rounding, the independent variances add: K²μ + K²σ_r².

Rounding to the nearest integer adds an error ε between −1/2 and 1/2. If the input is spread smoothly over a converter step, ε is uniform, with variance

∫ from −1/2 to 1/2 of ε² dε = 1/12 DN².

It must also be uncorrelated with the input x. As a function of x the error is a sawtooth,

ε(x) = Σ_{m≥1} (−1)^m sin(2πmx)/(πm).

For Gaussian x of standard deviation s, integration by parts gives Cov(x, sin 2πmx) = 2πm s² ⟨cos 2πmx⟩, and that average is at most exp(−2π²m²s²) in size. With s = 0.872 DN, the read noise used below, the m = 1 exponential is about 3×10⁻⁷. The covariance can be dropped. For s far below one step it cannot, and the 1/12 fails.

Define the signal S as the mean output minus the dark mean, both at the same exposure time. Then S = Kμ, and

K²μ = K(Kμ) = K S.

The temporal variance V of the pixel is therefore

V = K S + K²σ_r² + 1/12.    (1)

This is the photon-transfer relation. Its slope is K, and read noise sits in the intercept. The ratio V/S is no longer K, but the slope is.

Limits: at S = 0 the variance is the electronic floor K²σ_r² + 1/12. Shot noise equals the floor at μ = σ_r² + 1/(12K²). For σ_r = 2.5 and K = 0.3486 this is 6.25 + 0.69 ≈ 6.9 electrons. Far above that level V/S tends to K, as in the ideal pixel.

Equation (1) was tested by summing the full distribution of the rounded output for these values of K and σ_r, with μ = 50 and o = 0.3 DN. The variance agreed to within 10⁻⁴ DN², far less than the rounding term.

**4. Many pixels in one frame**

Thousands of repeated exposures are slow, while one frame contains thousands of pixels. The pixels, however, are not identical. Give pixel i an offset o_i, a gain K_i and a relative response q_i of mean 1, which includes uneven illumination. Its expected output is

m_i = o_i + K_i q_i μ = o_i + S g_i,

with S = ⟨K_i q_i⟩μ and g_i = K_i q_i/⟨K_i q_i⟩. Angle brackets with an index i are averages over pixels, so ⟨g_i⟩ = 1.

Write D_i = m_i + n_i, where n_i is the noise of this exposure. Since n_i has mean zero whatever m_i is, the two are uncorrelated, and the spatial variance is the average noise variance plus the variance of the m_i:

V_single = V + σ_o² + 2S Cov(o,g) + P²S².    (2)

Here σ_o is the spread of the offsets and P the spread of g. The last three terms are fixed-pattern noise, which repeats in every frame.

Two limits show the damage. With Cov(o,g) = 0, and leaving aside the constant σ_o², pattern equals shot noise when P²S² = K S, that is S = K/P², or μ = 1/P². For P = 1 % this is 10,000 electrons. Well above it the single-frame variance grows as S², and its local slope K + 2P²S no longer measures K.

With Cov(o,g) ≠ 0, fitting a quadratic does not cure the problem: the cross term is itself linear in S, so the linear coefficient is K + 2Cov(o,g).

**5. Subtract two frames**

Take frames A and B at the same light level. In A_i − B_i the value m_i cancels. The two noises are independent, so if v_i is the noise variance of pixel i in one frame, the difference has variance v_i + v_i = 2v_i. Averaging over pixels and halving gives

V = ½ Var(A − B) = ⟨v_i⟩.    (3)

The pattern has gone, whatever its shape and whatever its correlation with the offsets. Read noise has not gone: it differs between the frames, so it remains in V. It is separated by the intercept of the fit, or by subtracting the V of a dark pair.

The pattern is not lost either. Since Var(A−B) = Var A + Var B − 2Cov(A,B),

½(Var A + Var B) − ½Var(A−B) = Cov(A,B).

What two frames share is the fixed pattern, and this difference measures it.

Unequal gains. With v_i = K_i²q_iμ + K_i²σ_r² + 1/12, the slope against S is

⟨K_i²q_i⟩/⟨K_i q_i⟩.

If gain and response are independent, the averages factor. With mean gain K̄ and relative gain spread c_K,

slope = ⟨K_i²⟩/K̄ = K̄(1 + c_K²).    (4)

For c_K = 0.6 % the correction is 0.0036 %. In a simulation with c_K = 20 % and no converter limit, the ratio slope/K̄ was 1.0403, against 1.0400 from (4). For equal gains (4) returns K.

Lamp drift. Let the two levels be μ(1 + δ/2) and μ(1 − δ/2). The mean difference in pixel i is now δS g_i. Its average δS is removed when the variance is taken about the mean, but its spread δSP remains. Halving the variance leaves an excess

½δ²P²S².

The shot noise is unchanged, because the average of the two levels is still μ. For δ = 0.5 %, P = 1 % and 8000 electrons, the excess is 1.0×10⁻⁵ of the shot variance. As a harder test, a simulated pair at that level with δ = 0.4 should have an excess of about 62 DN² on 973 DN². The total agreed with this prediction within the allowed 1.4 %.

**6. From slope to volts per electron**

One electron changes the voltage of a sense node of capacitance C by e/C. A follower of gain A passes on A e/C, and the converter has step V_LSB. Hence

K = A(e/C)/V_LSB,  e/C = K V_LSB/A.    (5)

Two quantities are called conversion gain: the system gain K (or its reciprocal, in electrons per DN), and the sense-node gain e/C in µV per electron. The slope gives the first directly. The second also needs A and V_LSB, and inherits their relative errors.

**7. Fitting the line**

For Gaussian noise, (n−1)V/V_true is a sum of n−1 squared standard normal variables z. Each square has variance ⟨z⁴⟩ − 1 = 3 − 1 = 2, so the relative standard error of V is

√[2(n−1)]/(n−1) = √[2/(n−1)].

For n = 250,000 pixels this is 0.28 %. The formula assumes independent pixels of equal noise variance. In a real CMOS array the read noise differs from pixel to pixel, and the error of the dark variance is then larger. The absolute error s_j grows with V_j, so level j gets weight w_j = 1/s_j². Minimize

Σ w_j (V_j − a − bS_j)².

Setting the derivative with respect to a to zero gives a = V̄ − bS̄, where bars are weighted means. Putting this back and differentiating with respect to b gives

b = Σ w_j(S_j − S̄)(V_j − V̄)/Q,  Q = Σ w_j(S_j − S̄)².

Because Σ w_j(S_j − S̄) = 0, V̄ drops out of the numerator, and b is a sum of the V_j with coefficients w_j(S_j − S̄)/Q. Their independent errors give Var b = Σ w_j²(S_j − S̄)²s_j²/Q² = 1/Q. The slope b is K and its standard error is 1/√Q. This neglects the much smaller errors in S_j.

**8. A simulated CMOS sensor**

The parameters are rough typical values for a small four-transistor silicon pixel: C = 1.60 fF, A = 0.85, a 12-bit converter over 1 V (step 244.1 µV) and read noise 2.5 electrons. The offset spread is 2 DN and the combined pattern P is 1.00 %. From (5), the true gain is

K = 0.85 × 100.1 µV / 244.1 µV = 0.3486 DN per electron.

Pairs of frames were simulated at ten levels from dark to 8000 electrons, with 0.5 % lamp drift. The numerical output lists them all. Take the level of 4000 electrons:

S = 1394.51 DN,  V = 487.761 DN²,  dark V = 0.845 DN²,

(487.761 − 0.845)/1394.51 = 0.3492 DN per electron.

The nine such ratios run from 0.3472 to 0.3504. One standard error is about 0.28 % of 0.3486, or 0.0010, so the extremes lie within two standard errors of the true value. The weighted fit to all levels gives

K = 0.3486 ± 0.0003 DN per electron, or 2.868 electrons per DN.

Equation (5) then returns e/C = 0.3486 × 244.1/0.85 = 100.1 µV per electron, and C = 1.60 fF.

The dark pair gives the read noise after the rounding variance is removed:

σ_r = √(0.845 − 0.083)/0.3486 = 2.50 electrons.

The pattern follows from the top level, where V_single = 1752.83 and V = 978.06 DN². Their difference is 774.77 DN². The same difference in the dark, 4.85 − 0.85 = 4.01 DN² from the unrounded values, is the offset part. Hence

P = √(774.77 − 4.01)/2789.0 = 0.995 %,

which is 0.5 % below the input in relative terms.

If the same weighted straight line is fitted to the single-frame variances, the slope is 0.4396, or 26.1 % above K. That figure belongs to these levels and weights, since the single-frame curve has no single slope.

A second simulation made the offsets follow the response pattern. Then Cov(o,g) = 2 DN × 0.008 = 0.016 DN, and the false linear term is 0.032 DN per electron. A quadratic fit to the single-frame variances gave a linear coefficient of 0.3806 = 0.3486 + 0.0320, which is 9 % too high. The frame pairs gave 0.3487.

**9. Where the straight line fails**

Curved response. Let D = K N(1 − aN), with aμ small and μ large. The mean is S ≈ Kμ(1 − aμ). A small fluctuation of N is multiplied by the derivative K(1 − 2aμ), so the shot variance is

V ≈ K²μ(1 − 2aμ)² ≈ K²μ(1 − 4aμ).

To first order in aμ,

V/S ≈ K(1 − 4aμ)(1 + aμ) ≈ K(1 − 3aμ).

A 1 % sag in the mean therefore lowers the ratio by 3 %. Direct summation at 8000 electrons gave V/(KS) = 0.9701. To express V in terms of S, insert μ ≈ (S/K)(1 + aS/K):

V ≈ K S(1 + aS/K − 4aS/K) = K S − 3aS².

The initial slope is still K. The weighted line over the ten levels falls by 1.27 %, less than the 3 % at the top because the weights favour low signals.

Capacitive coupling. Suppose each pixel's output contains a fraction α of the charge signal of each of four neighbours and 1 − 4α of its own. The mean is unchanged, since 1 − 4α + 4α = 1. The independent shot variances enter with squared coefficients:

variance factor = (1 − 4α)² + 4α² ≈ 1 − 8α.

For α = 0.1 % the fitted gain falls by 0.80 %. The line stays straight, so its shape gives no warning. Neighbouring pixels do become correlated: each contains the other's charge with weight α, which gives a covariance 2α(1 − 4α)μ in electron units.

Electrons that wander at random into a neighbour act differently. If each leaves with probability h, section 2 makes those that stay Poisson with mean (1−h)μ and those that arrive Poisson with mean hμ. The two groups come from different pixels and are independent, so the total is Poisson with mean μ. Simulated images showed both results within 1.5 %: a factor 0.848 for α = 2 %, and 1 for h = 8 %.

Charge repulsion. Stored charge can push later electrons into other pixels. Measure time by the mean charge μ collected so far, and let the arrival rate be 1 − bx, where x = N − μ. An arrival changes x² by 2x + 1, while the growth of μ changes it at the rate −2x. With ⟨x⟩ = 0,

d⟨x²⟩/dμ = ⟨(2x + 1)(1 − bx) − 2x⟩ = 1 − 2b⟨x²⟩.

Starting from zero, the solution is

⟨x²⟩ = (1 − e^(−2bμ))/(2b) ≈ μ − bμ².

As b → 0 this returns the Poisson value μ. For an assumed b of 10⁻⁶ per electron the fitted gain falls by 0.33 %.

Clipping. Pixels at the converter's limit report the same number in both frames, so V collapses while the mean stays high. Such levels must be left out. Here the highest pixel value was 3076 DN, against a limit of 4095. The simulated pixel has no full well, but a real one can fill before the converter clips, with the same collapse of V. A hard cap at 8200 electrons would lower the shot variance at the 8000-electron level by about 6 %, with all values still below 3000 DN. Staying under the converter's limit is therefore not enough.

Extra charge noise. Resetting a capacitor leaves thermal noise. From ½C⟨v²⟩ = ½k_BT, the charge noise is √(k_BTC)/e, which is 16.1 electrons at 300 K. The model assumes that it is cancelled by subtracting a sample taken just after reset. If it were not, it would raise the intercept and leave the slope alone. Dark charge at an assumed 10 electrons per second adds 0.10 electrons in 10 ms, again to the intercept, provided the exposure time is the same at all levels.

**10. The model beside a real sensor**

None of the input values is meant to be unusual for a small CMOS pixel, though individual designs differ widely. The assumption most open to doubt here is linearity. At 8000 electrons the sense node moves by 8000 × 100 µV = 0.8 V, and both a diode's capacitance and a follower's gain depend on voltage. The assumed 1 % sag shifts the fitted gain by 1.27 %, more than ten times the statistical error of about 0.1 %. More pixels would not reduce that shift. The 1 % is an assumption, not an upper limit. As a rough scale, let 30 % to 60 % of C be an abrupt junction (built-in voltage 0.8 V) reset to between 2.0 and 2.8 V. That capacitance alone gives a sag of about 2 % to 5 % at 8000 electrons and lowers the straight-line gain by about 2 % to 6 %. The sag of a real sensor has to be measured.

Where the sag is smooth and small, two remedies follow from V ≈ K S − 3aS²: restrict the fit to lower signals, or add a quadratic term to the frame-pair fit and take the initial slope. Both cost statistical precision, and neither corrects capacitive coupling, which changes the initial slope itself.

Computed results

```
INPUTS (rough typical values)
sense-node capacitance 1.60 fF
follower gain 0.85; converter step 244.1 uV
sense-node gain e/C 100.1 uV/e-
true system gain K 0.3486 DN/e-
read noise 2.50 e- = 0.872 DN
offset: mean 100 DN, spread 2.0 DN
response spread 0.80 %, gain spread 0.60 %
combined pattern P 1.00 %; 1/P^2 = 10000 e-
pixels 250000; lamp drift 0.5 %; exposure 10 ms
MEASURED CURVE: electrons, S (DN), V pair (DN^2), V single (DN^2), (V-V0)/S
     0      0.00     0.845     4.851  -
   250     87.16    31.279    35.962  0.3492
   500    174.31    61.720    68.789  0.3492
  1000    348.61   122.475   138.863  0.3489
  2000    697.26   243.143   295.632  0.3475
  3000   1045.85   364.482   477.243  0.3477
  4000   1394.51   487.761   684.112  0.3492
  5000   1743.11   608.383   914.270  0.3485
  6000   2091.76   727.134  1166.101  0.3472
  8000   2789.00   978.063  1752.830  0.3504
RESULTS
dark mean 100.00 DN; highest pixel value 3076 DN
fitted slope 0.3486 +- 0.0003 DN/e-
reciprocal gain 2.868 e-/DN
fitted intercept 0.8448 DN^2; predicted 0.8430 DN^2
rounding variance 0.0833 DN^2
inferred sense-node gain 100.14 uV/e-
inferred capacitance 1.600 fF
inferred read noise 2.503 e-; pattern 0.995 %
single-frame line slope 0.4396 DN/e-, 26.1 % above K
CORRELATED OFFSET AND RESPONSE
single-frame quadratic fit, linear term 0.3806 DN/e-
predicted false part 0.0320 DN/e-; pair slope 0.3487 DN/e-
20 % gain spread: slope/K 1.0403, predicted 1.0400
NEGLECTED EFFECTS (assumed rough sizes)
response sag 1.0 % at top: V/(S K) 0.9701 there
  fitted gain shift -1.27 %
coupling 0.1 % per neighbour: gain shift -0.80 %
charge repulsion 1e-06 per e-: gain shift -0.33 %
lamp drift: relative excess variance at top 1.0e-05
bunching, 20 nm band: relative excess variance 4.8e-08
photon 2.066 eV at 600 nm; twice Si gap 2.24 eV
reset noise at 300 K if not cancelled 16.1 e-
dark charge at 10 e-/s: 0.10 e- per exposure
```
